**Inverse permittivity from ionic relaxation at fixed displacement field**

The program tests $1/\varepsilon_0=1/\varepsilon_\infty-4\pi Z_D^2/(\Omega K_D)$ for a cubic diatomic crystal, with $Z_D=Z/\varepsilon_\infty$ and $K_D=K_E+4\pi Z^2/(\Omega\varepsilon_\infty)$. Here $\Omega$ is the cell volume, $Z$ the Born charge, $\varepsilon_\infty$ the clamped-ion permittivity, and $K_E$ and $K_D$ are the force constants at fixed electric and fixed displacement field. The independent side is a rock-salt lattice of polarizable point ions, whose long-wave response is computed with Ewald sums. The program asserts that the longitudinal response agrees with the fixed-displacement formula, that the transverse response agrees with the fixed-field formula, and that the two permittivities are reciprocal. It also asserts the relations between the charges and force constants, the energy released by relaxation, and the agreement of both routes for an anharmonic energy. The output gives $K_E=5.28$ and $K_D=18.28$ eV/Å$^2$, yet both routes lead to $\varepsilon_0=10.26$. A softer repulsion gives $K_E<0<K_D$ and a negative inverse permittivity. The largest neglected effect sized by the program is ionic motion, which lowers $\varepsilon_0$ to about 9.0 at 300 K when thermal expansion is left out.

## Verification by program

```python
"""Inverse static permittivity of a cubic diatomic crystal at fixed D.

Result under test (atomic units, D = E + 4 pi P):
    1/eps0 = 1/epsinf - 4 pi Z_D^2 / (Omega K_D)
    Z_D = Z/epsinf,  K_D = K_E + 4 pi Z^2/(Omega epsinf)
and its equality with the reciprocal of
    eps0 = epsinf + 4 pi Z^2/(Omega K_E).
Omega: cell volume; Z: Born charge; epsinf: clamped-ion permittivity;
K_E, K_D: force constants of the relative displacement at fixed E, D.
The independent side is a rock-salt lattice of polarizable point ions,
solved with Ewald sums. A longitudinal wave is driven by D, a transverse
wave by E. Code units: eV, angstrom, elementary charge, V/angstrom.
The factor COULOMB = e^2/(4 pi vacuum permittivity) restores units.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.special import erfc

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10
SPACING = 2.1             # nearest-neighbour distance, angstrom
CHARGE = 1.2              # model ion charge, e
POLARIZABILITIES = np.array([0.10, 1.65])     # angstrom^3
DECAY = 0.175             # repulsion decay length, angstrom
SOFT_DECAY = 0.30         # softer repulsion for the unstable case
D_APPLIED = 0.1           # V/angstrom
REDUCED_MASS = 10.0       # atomic mass units
TEMPERATURE = 300.0       # K
BREAKDOWN = 0.05          # rough breakdown field, V/angstrom
GAP, TUNNEL_MASS = 7.0, 0.4   # rough gap in eV, mass in electron masses

axis = np.arange(-6, 7)
GRID = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
NONZERO = np.any(GRID != 0, axis=1)
ODD_SITE = GRID.sum(axis=1) % 2 == 1
odd_count = (GRID % 2).sum(axis=1)
RECIPROCAL = (odd_count == 0) | (odd_count == 3)


def close(a, b, rel=1e-6):
    return np.allclose(a, b, rtol=rel, atol=1e-10)


def dipole_tensor(r, q_axis, split=1.5):
    """zz field per dipole, within and between the two sublattices."""
    eta, volume = split / r, 2 * r**3
    q = np.zeros(3)
    q[q_axis] = 1e-4 * np.pi / r
    pos = r * GRID[NONZERO]
    dist = np.linalg.norm(pos, axis=1)
    gauss = 2 * eta / np.sqrt(np.pi) * np.exp(-(eta * dist)**2)
    tail = erfc(eta * dist)
    first = -tail / dist**2 - gauss / dist
    second = 2 * tail / dist**3 + gauss * (2 / dist**2 + 2 * eta**2)
    real = (pos[:, 2] / dist)**2 * (second - first / dist) + first / dist
    real *= np.cos(pos @ q)
    odd = ODD_SITE[NONZERO]
    index = GRID[RECIPROCAL]
    k = np.pi / r * index + q
    k2 = (k**2).sum(axis=1)
    recip = -4 * np.pi / volume * k[:, 2]**2 / k2
    recip *= np.exp(-k2 / (4 * eta**2))
    sign = 1 - 2 * (index[:, 0] % 2)
    same = real[~odd].sum() + recip.sum()
    same += 4 * eta**3 / (3 * np.sqrt(np.pi))
    other = real[odd].sum() + (sign * recip).sum()
    return np.array([[same, other], [other, same]])


def lattice_response(spring, r, q_axis, share=1.0):
    """Force constant, charge, clamped and relaxed 4 pi P/applied field.

    share divides the relative displacement between the two ions."""
    dipoles = np.array([[CHARGE * share, 1, 0],
                        [CHARGE * (1 - share), 0, 1]])
    hessian = np.diag(np.r_[spring, COULOMB / POLARIZABILITIES])
    tensor = dipole_tensor(r, q_axis)
    hessian = hessian - COULOMB * dipoles.T @ tensor @ dipoles
    drive = dipoles.sum(axis=0)
    electron = hessian[1:, 1:]
    coupling = np.linalg.solve(electron, hessian[1:, 0])
    stiffness = hessian[0, 0] - hessian[0, 1:] @ coupling
    charge = drive[0] - drive[1:] @ coupling
    factor = 4 * np.pi * COULOMB / (2 * r**3)
    clamped = drive[1:] @ np.linalg.solve(electron, drive[1:])
    relaxed = drive @ np.linalg.solve(hessian, drive)
    return stiffness, charge, factor * clamped, factor * relaxed


def coulomb_energy(shift):
    """Point-charge energy per cell, one sublattice shifted, at E = 0."""
    eta, volume = 1.5 / SPACING, 2 * SPACING**3
    even = NONZERO & ~ODD_SITE
    d_same = SPACING * np.linalg.norm(GRID[even], axis=1)
    d_other = np.linalg.norm(SPACING * GRID[ODD_SITE] + shift, axis=1)
    index = GRID[RECIPROCAL & NONZERO]
    g = np.pi / SPACING * index
    g2 = (g**2).sum(axis=1)
    sign = 1 - 2 * (index[:, 0] % 2)
    structure = 2 - 2 * sign * np.cos(g @ shift)
    recip = np.exp(-g2 / (4 * eta**2)) / g2 * structure
    total = (erfc(eta * d_same) / d_same).sum()
    total -= (erfc(eta * d_other) / d_other).sum()
    total += 2 * np.pi / volume * recip.sum() - 2 * eta / np.sqrt(np.pi)
    return COULOMB * CHARGE**2 * total


MADELUNG = -coulomb_energy(np.zeros(3)) * SPACING / (COULOMB * CHARGE**2)


def repulsion(r, decay=DECAY):
    """Pair repulsion whose strength makes SPACING the equilibrium."""
    strength = decay * MADELUNG * COULOMB * CHARGE**2 / (6 * SPACING**2)
    return strength * np.exp(-(r - SPACING) / decay)


def repulsive_spring(r, decay=DECAY):
    return repulsion(r, decay) * (2 / decay**2 - 4 / (decay * r))


BONDS = SPACING * np.vstack([np.eye(3), -np.eye(3)])


def repulsive_energy(shift):
    shift = np.asarray(shift)
    lengths = np.linalg.norm(shift[..., None, :] + BONDS, axis=-1)
    return repulsion(lengths).sum(axis=-1)


def harmonic_and_quartic(energy, direction):
    """K and g in K u^2/2 + g u^4/4 from finite displacements."""
    h = 0.02
    unit = np.array(direction) / np.linalg.norm(direction)
    zero = energy(0 * unit)
    w1, w2 = energy(h * unit) - zero, energy(2 * h * unit) - zero
    return (16 * w1 - w2) / (6 * h**2), (w2 - 4 * w1) / (3 * h**4)


# Lattice sums, equilibrium and short-range force constant
volume = 2 * SPACING**3
ewald_shift = 0.0
for q_axis in (0, 2):
    ewald_a = dipole_tensor(SPACING, q_axis, 1.5)
    ewald_b = dipole_tensor(SPACING, q_axis, 1.9)
    ewald_shift = max(ewald_shift, abs((ewald_a - ewald_b) * volume).max())
assert ewald_shift < 1e-8
lorentz = dipole_tensor(SPACING, 0)
assert close(lorentz * volume, 4 * np.pi / 3)


def cohesive_energy(r):
    return -MADELUNG * COULOMB * CHARGE**2 / r + 6 * repulsion(r)


step = 1e-3
slope = (cohesive_energy(SPACING + step)
         - cohesive_energy(SPACING - step)) / (2 * step)
assert abs(slope) < 1e-3       # finite-difference error is of order step^2
spring = repulsive_spring(SPACING)
rigid_K, quartic = harmonic_and_quartic(
    lambda s: coulomb_energy(s) + repulsive_energy(s), [0, 0, 1])
assert close(rigid_K, spring - COULOMB * CHARGE**2 * lorentz[0, 0], 1e-3)

# Microscopic response: transverse gives fixed E, longitudinal fixed D
K_E, Z, clamped_E, relaxed_E = lattice_response(spring, SPACING, 0)
K_D, Z_D, clamped_D, relaxed_D = lattice_response(spring, SPACING, 2)
eps_inf, eps_0 = 1 + clamped_E, 1 + relaxed_E
direct_inverse = 1 - relaxed_D
coupling = 4 * np.pi * COULOMB / volume
formula_inverse = 1 / eps_inf - coupling * Z_D**2 / K_D
formula_eps_0 = eps_inf + coupling * Z**2 / K_E
mixed_inverse = 1 / eps_inf - coupling * Z_D**2 / K_E
assert K_E > 0 and K_D > K_E
assert close(1 - clamped_D, 1 / eps_inf)
assert close(Z_D, Z / eps_inf)
assert close(Z, CHARGE * (eps_inf + 2) / 3)
assert close(K_D - K_E, coupling * Z**2 / eps_inf)
assert close(formula_inverse, direct_inverse)
assert close(formula_eps_0, eps_0)
assert close(formula_inverse, 1 / eps_0)
assert close(K_D / K_E, eps_0 / eps_inf)
assert abs(mixed_inverse - direct_inverse) > 0.1
for q_axis, reference in ((0, relaxed_E), (2, relaxed_D)):
    assert close(lattice_response(spring, SPACING, q_axis, 0.5)[3], reference)

# Softer repulsion: unstable at fixed E, stable at fixed D
soft_spring = repulsive_spring(SPACING, SOFT_DECAY)
soft_KE, soft_Z, soft_clamped, _ = lattice_response(soft_spring, SPACING, 0)
soft_KD, soft_ZD, _, soft_relaxed = lattice_response(soft_spring, SPACING, 2)
soft_inverse = 1 - soft_relaxed
assert soft_KE < 0 < soft_KD and soft_inverse < 0
assert close(soft_inverse, 1 / (1 + soft_clamped)
             - coupling * soft_ZD**2 / soft_KD)


# Numerical Legendre transform, also with the quartic term
def enthalpy(u, field, g):
    return (K_E * u**2 / 2 + g * u**4 / 4 - Z * u * field
            - eps_inf * field**2 / (2 * coupling))


def best_field(u, displacement, g):
    return minimize_scalar(lambda field: -enthalpy(u, field, g)
                           - field * displacement / coupling)


def relax_at_D(displacement, g):
    result = minimize_scalar(
        lambda u: -best_field(u, displacement, g).fun,
        bounds=(-0.5, 0.5), method="bounded", options={"xatol": 1e-11})
    return result.x, best_field(result.x, displacement, g).x, result.fun


u_strong, E_strong, _ = relax_at_D(3.0, quartic)
u_at_E = minimize_scalar(lambda u: enthalpy(u, E_strong, quartic),
                         bounds=(-0.5, 0.5), method="bounded",
                         options={"xatol": 1e-11}).x
D_back = -coupling * (enthalpy(u_at_E, E_strong + step, quartic)
                      - enthalpy(u_at_E, E_strong - step, quartic)) / (2 * step)
assert close(u_at_E, u_strong, 1e-5) and close(D_back, 3.0, 1e-5)
assert abs(E_strong / 3.0 * eps_0 - 1) > 0.01

u_relaxed, E_relaxed, energy_relaxed = relax_at_D(D_APPLIED, 0.0)
E_clamped = D_APPLIED * (1 - clamped_D)
energy_clamped = -best_field(0.0, D_APPLIED, 0.0).fun
released = energy_clamped - energy_relaxed
assert close(u_relaxed, Z_D * D_APPLIED / K_D, 1e-5)
assert close(E_relaxed, D_APPLIED * direct_inverse, 1e-5)
assert close(released, K_D * u_relaxed**2 / 2, 1e-5)
assert close(energy_relaxed, D_APPLIED**2 / (2 * coupling * eps_0), 1e-5)

# Sizes of neglected effects
E_anharmonic = relax_at_D(D_APPLIED, quartic)[1]
anharmonic_change = E_anharmonic / E_relaxed - 1


def permittivity_at(r):
    return 1 + lattice_response(repulsive_spring(r), r, 0)[3]


def field_energy(r):
    """Relaxed field energy at fixed electric flux through the cell."""
    displacement = D_APPLIED * (SPACING / r)**2
    return 2 * r**3 * displacement**2 / (8 * np.pi * COULOMB
                                         * permittivity_at(r))


low, high = SPACING - step, SPACING + step
field_slope = (field_energy(high) - field_energy(low)) / (2 * step)
bulk_curvature = (cohesive_energy(high) + cohesive_energy(low)
                  - 2 * cohesive_energy(SPACING)) / step**2
spacing_change = -field_slope / bulk_curvature
log_slope = np.log(permittivity_at(high) / permittivity_at(low)) / (2 * step)
strain_change = -log_slope * spacing_change

K_SI = K_E * const.e * 1e20
mass_SI = REDUCED_MASS * const.atomic_mass
phonon = const.hbar * np.sqrt(K_SI / mass_SI) / const.e
thermal = const.k * TEMPERATURE / const.e
nodes, weights = np.polynomial.hermite_e.hermegauss(9)
weights = weights / weights.sum()
points = np.array(np.meshgrid(nodes, nodes, nodes)).reshape(3, -1).T
point_weights = np.einsum("i,j,k->ijk", weights, weights, weights).ravel()


def moving_ion_permittivity(variance):
    """Average repulsive curvature over Gaussian relative motion."""
    shifts = np.sqrt(variance) * points
    dz = np.array([0, 0, 2e-3])
    curvature = (repulsive_energy(shifts + dz) + repulsive_energy(shifts - dz)
                 - 2 * repulsive_energy(shifts)) / dz[2]**2
    return 1 + lattice_response(point_weights @ curvature, SPACING, 0)[3]


# Coulomb curvature has no Gaussian average shift if its quartic part is
# a cubic harmonic, for which the [111]/[001] ratio is -2/3.
coulomb_001 = harmonic_and_quartic(coulomb_energy, [0, 0, 1])[1]
coulomb_111 = harmonic_and_quartic(coulomb_energy, [1, 1, 1])[1]
assert close(coulomb_111 / coulomb_001, -2 / 3, 5e-3)
assert close(moving_ion_permittivity(0.0), eps_0, 1e-3)
variance_zero = phonon / (2 * K_E)
variance_warm = variance_zero / np.tanh(phonon / (2 * thermal))
eps_zero_point = moving_ion_permittivity(variance_zero)
eps_warm = moving_ion_permittivity(variance_warm)
tunnel_exponent = (4 * np.sqrt(2 * TUNNEL_MASS * const.m_e)
                   * (GAP * const.e)**1.5
                   / (3 * const.hbar * const.e * E_clamped * 1e10))

print(f"ion spacing = {SPACING:.3f} angstrom")
print(f"cell volume = {volume:.3f} angstrom^3")
print(f"model ion charge = {CHARGE:.2f} e")
print(f"polarizability, positive ion = {POLARIZABILITIES[0]:.2f} angstrom^3")
print(f"polarizability, negative ion = {POLARIZABILITIES[1]:.2f} angstrom^3")
print(f"repulsion decay length = {DECAY:.3f} angstrom")
print(f"Coulomb constant = {COULOMB:.4f} eV angstrom/e^2")
print(f"Madelung constant = {MADELUNG:.5f} (no unit)")
print(f"repulsive spring = {spring:.4f} eV/angstrom^2")
print(f"Ewald splitting shift, tensor*volume = {ewald_shift:.1e} (no unit)")
print(f"clamped-ion permittivity = {eps_inf:.5f} (no unit)")
print(f"Born charge Z = {Z:.5f} e")
print(f"fixed-D charge Z_D = {Z_D:.5f} e")
print(f"K_E = {K_E:.5f} eV/angstrom^2")
print(f"K_D = {K_D:.5f} eV/angstrom^2")
print(f"K_D/K_E = {K_D / K_E:.5f} (no unit)")
print(f"1/eps_inf = {1 / eps_inf:.6f} (no unit)")
print(f"ionic part of 1/eps0 = {-coupling * Z_D**2 / K_D:.6f} (no unit)")
print(f"1/eps0, fixed-D formula = {formula_inverse:.6f} (no unit)")
print(f"1/eps0, direct longitudinal = {direct_inverse:.6f} (no unit)")
print(f"eps0, fixed-E formula = {formula_eps_0:.5f} (no unit)")
print(f"eps0, direct transverse = {eps_0:.5f} (no unit)")
print(f"false 1/eps0 from Z_D with K_E = {mixed_inverse:.5f} (no unit)")
print(f"applied D = {D_APPLIED:.3f} V/angstrom")
print(f"applied D converted = {D_APPLIED * const.epsilon_0 * 1e12:.4f} uC/cm2")
print(f"E before ion relaxation = {E_clamped:.6f} V/angstrom")
print(f"relative displacement = {u_relaxed:.6f} angstrom")
print(f"E after ion relaxation = {E_relaxed:.6f} V/angstrom")
print(f"final E converted = {E_relaxed * 100:.4f} MV/cm")
print(f"energy before relaxation = {energy_clamped:.4e} eV/cell")
print(f"energy after relaxation = {energy_relaxed:.4e} eV/cell")
print(f"energy released = {released:.4e} eV/cell")
print(f"soft case: decay length = {SOFT_DECAY:.3f} angstrom")
print(f"soft case: K_E = {soft_KE:.4f} eV/angstrom^2")
print(f"soft case: K_D = {soft_KD:.4f} eV/angstrom^2")
print(f"soft case: 1/eps0 = {soft_inverse:.5f} (no unit)")
print(f"quartic coefficient g = {quartic:.2f} eV/angstrom^4")
print(f"anharmonic change of E/D = {100 * anharmonic_change:.4f} percent")
print(f"strong-field test: D = {3.0:.1f} V/angstrom")
print(f"strong-field test: u = {u_strong:.5f} angstrom")
print(f"strong-field test: E = {E_strong:.5f} V/angstrom")
print(f"electrostrictive strain = {spacing_change / SPACING:.3e} (no unit)")
print(f"strain change of 1/eps0 = {100 * strain_change:.4f} percent")
print(f"reduced mass = {REDUCED_MASS:.1f} atomic mass units")
print(f"transverse phonon energy = {phonon:.5f} eV")
print(f"zero-point rms motion per axis = {variance_zero**0.5:.4f} angstrom")
print(f"rms motion at {TEMPERATURE:.0f} K = {variance_warm**0.5:.4f} angstrom")
print(f"eps0 with zero-point motion = {eps_zero_point:.3f} (no unit)")
print(f"eps0 with motion at {TEMPERATURE:.0f} K = {eps_warm:.3f} (no unit)")
print(f"rough breakdown field = {BREAKDOWN:.3f} V/angstrom")
print(f"clamped E/breakdown = {E_clamped / BREAKDOWN:.3f} (no unit)")
print(f"relaxed E/breakdown = {E_relaxed / BREAKDOWN:.3f} (no unit)")
print(f"rough band gap = {GAP:.1f} eV")
print(f"rough tunnelling mass = {TUNNEL_MASS:.2f} electron masses")
print(f"tunnelling exponent, clamped E = {tunnel_exponent:.1f} (no unit)")
print("checks complete")
```

Printed output:

```
ion spacing = 2.100 angstrom
cell volume = 18.522 angstrom^3
model ion charge = 1.20 e
polarizability, positive ion = 0.10 angstrom^3
polarizability, negative ion = 1.65 angstrom^3
repulsion decay length = 0.175 angstrom
Coulomb constant = 14.3996 eV angstrom/e^2
Madelung constant = 1.74756 (no unit)
repulsive spring = 13.0427 eV/angstrom^2
Ewald splitting shift, tensor*volume = 7.7e-14 (no unit)
clamped-ion permittivity = 2.96497 (no unit)
Born charge Z = 1.98599 e
fixed-D charge Z_D = 0.66982 e
K_E = 5.28186 eV/angstrom^2
K_D = 18.27777 eV/angstrom^2
K_D/K_E = 3.46048 (no unit)
1/eps_inf = 0.337272 (no unit)
ionic part of 1/eps0 = -0.239808 (no unit)
1/eps0, fixed-D formula = 0.097464 (no unit)
1/eps0, direct longitudinal = 0.097464 (no unit)
eps0, fixed-E formula = 10.26020 (no unit)
eps0, direct transverse = 10.26020 (no unit)
false 1/eps0 from Z_D with K_E = -0.49258 (no unit)
applied D = 0.100 V/angstrom
applied D converted = 0.8854 uC/cm2
E before ion relaxation = 0.033727 V/angstrom
relative displacement = 0.003665 angstrom
E after ion relaxation = 0.009746 V/angstrom
final E converted = 0.9746 MV/cm
energy before relaxation = 1.7261e-04 eV/cell
energy after relaxation = 4.9882e-05 eV/cell
energy released = 1.2273e-04 eV/cell
soft case: decay length = 0.300 angstrom
soft case: K_E = -1.2395 eV/angstrom^2
soft case: K_D = 11.7564 eV/angstrom^2
soft case: 1/eps0 = -0.03556 (no unit)
quartic coefficient g = 82.41 eV/angstrom^4
anharmonic change of E/D = 0.0149 percent
strong-field test: D = 3.0 V/angstrom
strong-field test: u = 0.10476 angstrom
strong-field test: E = 0.32631 V/angstrom
electrostrictive strain = 3.079e-06 (no unit)
strain change of 1/eps0 = -0.0030 percent
reduced mass = 10.0 atomic mass units
transverse phonon energy = 0.04699 eV
zero-point rms motion per axis = 0.0667 angstrom
rms motion at 300 K = 0.0786 angstrom
eps0 with zero-point motion = 9.323 (no unit)
eps0 with motion at 300 K = 9.010 (no unit)
rough breakdown field = 0.050 V/angstrom
clamped E/breakdown = 0.675 (no unit)
relaxed E/breakdown = 0.195 (no unit)
rough band gap = 7.0 eV
rough tunnelling mass = 0.40 electron masses
tunnelling exponent, clamped E = 237.2 (no unit)
checks complete
```
